Benson's Series for the Rocksalt Madelung Constant and Its Convergence

**Result and conventions**

Place unit charges of alternating sign, (−1)^(i+j+k), at the integer points (i,j,k). The nearest-neighbour distance is the unit of length. The Madelung constant M of this rocksalt arrangement is

M = 12π Σ_{m,n=1,3,5,…} sech²[(π/2)√(m²+n²)] = 1.747564594633…  (1)

where m and n run independently over the positive odd integers. If all pairs with R = √(m²+n²) ≤ Rc are kept, the omitted part E(Rc) satisfies

0 < E(Rc) ≤ (54πRc + 30) exp(−πRc),  Rc ≥ √2.  (2)

The left side of (1) needs a definition, because the Coulomb sum converges only conditionally. Here M is the limit L → ∞ of sums over cubes,

M_L = −Σ′ (−1)^(i+j+k) / √(i²+j²+k²),  |i|,|j|,|k| ≤ L.  (3)

The prime omits the origin. The minus sign makes M positive, since the nearest neighbours of the positive charge at the origin are negative.

For ions of charge ±e at nearest-neighbour distance d, each ion has the interaction energy −Me²/(4πε₀d) with all others. An ion pair contains two ions, and a factor 1/2 prevents double counting, so the energy per pair is

U = −M e²/(4πε₀d).  (4)

**The cube limit exists**

Substituting t = u²/r² in a Gaussian integral gives

1/r = π^(−1/2) ∫₀^∞ t^(−1/2) exp(−r²t) dt.  (5)

Since r² = i²+j²+k², the exponential factorizes. Define

θ_L(t) = Σ_{|i|≤L} (−1)^i exp(−i²t),  θ(t) = lim_{L→∞} θ_L(t).  (6)

The product θ_L³ contains the origin as a term 1, which must be removed. The finite sum (3) is therefore

M_L = −π^(−1/2) ∫₀^∞ t^(−1/2) [θ_L(t)³ − 1] dt.  (7)

For t > 0 the numbers exp(−i²t) decrease with i, so the alternating-series estimates apply. Write θ_L = 1 − 2A_L, where A_L = exp(−t) − exp(−4t) + … up to i = L. Then 0 ≤ A_L ≤ exp(−t) ≤ 1, hence |θ_L| ≤ 1, and likewise |θ| ≤ 1. The remainder is no larger than its first term, which occurs for both signs of i:

|θ_L − θ| ≤ 2 exp[−(L+1)²t].  (8)

From a³ − b³ = (a−b)(a²+ab+b²) it follows that

|θ_L³ − θ³| ≤ 6 exp[−(L+1)²t].  (9)

For L = 0, where θ₀ = 1, this reads |1 − θ³| ≤ 6 exp(−t). The integral

M = −π^(−1/2) ∫₀^∞ t^(−1/2) [θ(t)³ − 1] dt  (10)

thus converges at large t. It converges at small t because the bracket is bounded and t^(−1/2) is integrable. Subtracting (10) from (7) and using (9) and (5) gives

|M_L − M| ≤ 6/(L+1).  (11)

The cube limit exists and equals (10).

Expanding spheres give no limit. Let r₃(n) be the number of sites with r² = n. The sphere of radius √N contains about (4π/3)N^(3/2) sites. If the shell terms r₃(n)/√n tended to zero, the sum of r₃(n) up to N would be small compared with Σ√n, hence with N^(3/2), a contradiction. The terms of the sphere sum therefore do not vanish, and it diverges. Counting sites for 1000 < n ≤ 2000 gives a mean of r₃(n)/√n of 6.285, near the value 2π expected from the site density. The partial sums in that range run from −16.4 to 23.3.

**Removing the central plane**

Integrate (10) by parts, with 2t^(1/2) as the integral of t^(−1/2):

M = −π^(−1/2) { [2t^(1/2)(θ³−1)]₀^∞ − ∫₀^∞ 2t^(1/2) · 3θ²θ′ dt }.  (12)

The boundary term vanishes at t = 0 because θ³−1 is bounded, and at infinity because it decays as exp(−t). Hence

M = 6π^(−1/2) ∫₀^∞ t^(1/2) θ² θ′ dt.  (13)

Differentiating (6) term by term, which uniform convergence permits for t above any positive value, gives

θ′(t) = 2 Σ_{i≥1} (−1)^(i+1) i² exp(−i²t).  (14)

The factor 2 collects i and −i. The term i = 0 has disappeared.

The lattice meaning follows from ∫₀^∞ t^(1/2) exp(−r²t) dt = √π/(2r³). A site's term in (13) is −3(−1)^(i+j+k) i²/r³. This corresponds to writing 1/r = (i²+j²+k²)/r³ and using cubic symmetry to replace the numerator by 3i². Equation (13) carries out this replacement without rearranging a conditionally convergent sum. The plane i = 0, which contains the excluded origin, no longer contributes.

**Transforming the other two directions**

For a smooth, even, rapidly decaying function h, the sum H(y) = Σ_i h(y+i) has period 1. Its Fourier coefficients are integrals over one period, which the sum over i joins into an integral over the whole line. At y = 0 this gives Poisson's formula,

Σ_i h(i) = Σ_ℓ ∫_{−∞}^{∞} h(x) cos(2πℓx) dx,  (15)

with ℓ running over all integers. Take h(x) = exp(−x²t) cos(πx), which reproduces the alternating signs at integer x. Then

cos(πx) cos(2πℓx) = ½{cos[(2ℓ+1)πx] + cos[(2ℓ−1)πx]}.

Summed over ℓ, each half runs once over all odd integers m, so the two halves add to one full sum.

The required integral is J(b) = ∫ exp(−x²t) cos(bx) dx over the whole line. Differentiation with respect to b and one integration by parts give J′(b) = −(b/2t)J(b). With J(0) = √(π/t), this means J(b) = √(π/t) exp(−b²/4t). Setting b = mπ and pairing m with −m,

θ(t) = 2√(π/t) Σ_{m=1,3,…} exp(−π²m²/4t).  (16)

There is no m = 0 term because the alternating charge has zero average. The slowest surviving wave is what produces exponential decay away from a lattice plane.

With q = π√(m²+n²), the square of (16) is

θ(t)² = (4π/t) Σ_{m,n} exp(−q²/4t).  (17)

Insert (14) and (17) into (13). The prefactor is 6π^(−1/2) · 4π · 2 = 48√π, and the powers of t combine to t^(1/2)/t = t^(−1/2):

M = 48√π ∫₀^∞ t^(−1/2) Σ_{m,n} Σ_{i≥1} (−1)^(i+1) i² exp(−i²t − q²/4t) dt.  (18)

**The remaining integral and sum**

For a,b > 0, put t = u² and complete the square:

∫₀^∞ t^(−1/2) exp(−a²t − b²/t) dt = 2 exp(−2ab) K,
K = ∫₀^∞ exp[−(au−b/u)²] du.  (19)

The substitution u → b/(au) leaves the squared bracket unchanged and turns du into b du/(au²). Averaging the two forms of K gives

K = (1/2a) ∫₀^∞ (a + b/u²) exp[−(au−b/u)²] du.

The factor a + b/u² is the derivative of v = au − b/u, and v runs from −∞ to ∞. Thus K = √π/(2a), and the integral (19) equals (√π/a) exp(−2ab). For a = i and b = q/2,

∫₀^∞ t^(−1/2) exp(−i²t − q²/4t) dt = (√π/i) exp(−iq).  (20)

Taking absolute values in (18) and integrating each term leaves Σ i exp(−iq), apart from a constant. This is finite because q ≥ π√2 and q grows linearly with R. Sum and integral may therefore be exchanged:

M = 48π Σ_{m,n} Σ_{i≥1} (−1)^(i+1) i exp(−iq).  (21)

For 0 < x < 1, Σ_{i≥0} (−x)^i = 1/(1+x). Differentiating and multiplying by −x gives

Σ_{i≥1} (−1)^(i+1) i x^i = x/(1+x)².  (22)

For x = exp(−q), multiply numerator and denominator by exp(q):

exp(−q)/[1+exp(−q)]² = 1/[exp(q/2)+exp(−q/2)]² = ¼ sech²(q/2).  (23)

Equations (21) to (23) give 48π/4 = 12π and hence (1).

If (21) is instead summed over m and n first, each i gives the contribution of the two planes at ±i in the 3i²/r³ form. For i = 1, 2, 3 these are 1.788565, −0.041725 and 0.000736. Their sum is 1.747576, which exceeds M by 1.1×10⁻⁵. They are not the electrostatic potentials of the planes, since the weight is 3i²/r³ rather than 1/r.

**A tetragonal lattice**

The factor 12π depends on cubic symmetry. Let the spacing along the third axis be c, with the signs and the other two spacings unchanged. In (10), θ(t)³ becomes θ(t)²θ(c²t). Its derivative is

2θ(t)θ′(t)θ(c²t) + c²θ(t)²θ′(c²t),

where a prime denotes differentiation with respect to the argument. The two parts are no longer related by symmetry.

In the second part, θ′ supplies exp(−c²k²t), so (20) is used with a = ck. The prefactor is 2π^(−1/2) · c² · 2 · 4π · √π/c = 16πc. In the first part, (16) gives θ(t)θ(c²t) the prefactor 4π/(ct) and the exponent −π²(m²+n²/c²)/4t. The total prefactor is 2π^(−1/2) · 2 · 2 · (4π/c) · √π = 32π/c. Equation (23) divides both by 4:

M(c) = 4π Σ_{m,n} { c sech²[(πc/2)√(m²+n²)] + (2/c) sech²[(π/2)√(m²+n²/c²)] }.  (24)

At c = 1 the coefficients add to 4π + 8π = 12π. For small c the first term decays slowly, because its exponent contains πc.

As c → ∞ the first term vanishes. In the second, y = n/c has spacing 2/c, so the sum over n becomes c/2 times an integral:

M(∞) = 4π Σ_{m=1,3,…} ∫₀^∞ sech²[(π/2)√(m²+y²)] dy.  (25)

This is the constant of one isolated square layer, since θ(c²t) → 1 for every t > 0.

**How fast the series converges**

By (23), each term of (1) is 48π exp(−πR)/[1+exp(−πR)]², which is less than 48π exp(−πR). Let N(r) be the number of positive odd pairs with R ≤ r. Writing exp(−πR) as the integral of π exp(−πr) from R to infinity gives

E(Rc) ≤ 48π ∫_{Rc}^∞ π exp(−πr) [N(r) − N(Rc)] dr.  (26)

To bound N(r) from above, attach to each pair the square of side 2 having (m,n) as its upper right corner. These squares do not overlap, and they lie inside the disc of radius r with both coordinates at least −1. That region has area at most πr²/4 + 2r + 1: a quarter disc, two strips and a unit square.

For a lower bound, use (m,n) as the lower left corner. The squares then cover the part of the disc with both coordinates at least 1. Its area is at least πr²/4 − 2r + 1 when r ≥ √2, because the two removed strips overlap in a unit square. Each square has area 4, so

(πr²/4 − 2r + 1)/4 ≤ N(r) ≤ (πr²/4 + 2r + 1)/4.  (27)

Use the upper bound at r, the lower bound at Rc, and r = Rc + u:

N(r) − N(Rc) ≤ ¼[(π/4)(2Rc u + u²) + 4Rc + 2u].  (28)

With weight π exp(−πu), the integrals of 1, u and u² are 1, 1/π and 2/π². The integral in (26) is therefore at most exp(−πRc) times

¼[Rc/2 + 1/(2π) + 4Rc + 2/π] = 9Rc/8 + 5/(8π).

Multiplication by 48π gives (2).

The typical error is smaller than this bound. The odd pairs have density 1/4 in the positive quadrant, so on average N(r) = πr²/16 and dN/dr = πr/8. The mean tail at large Rc is

48π ∫_{Rc}^∞ (πr/8) exp(−πr) dr = (6πRc + 6) exp(−πRc).  (29)

Summing the omitted terms at closely and evenly spaced cutoffs between 20 and 60 gives a ratio of E to (29) that averages 0.9998 but varies from 0.23 to 2.51 at the sampled cutoffs. Just below an occupied shell it reaches 2.55. The variation arises because the pairs lie on separate, unevenly filled shells. The square of an odd number leaves remainder 1 on division by 8, so R² is always one of the numbers 2, 10, 18, 26 and so on. Some of these, such as 42, do not occur, and the occupied shells hold different numbers of pairs. Between occupied shells E is constant while (29) falls, so the ratio rises; it drops when a shell is included.

In terms of the number of retained pairs, Rc ≈ 4√(N/π), and the exponential factor becomes

exp(−πRc) ≈ exp[−4√(πN)].  (30)

This relation describes the exponent, not the exact size of the factor. For Rc between 20 and 60 the two exponents agree within 3%, but the factors themselves can differ by more than a factor of 4. Convergence is thus exponential in the cutoff radius, but slower than exponential in the number of terms. Near Rc = 40 there are 316 pairs. The exponent obtained from −ln[E/(6πRc+6)] is 125.9, and 4√(πN) is 126.0.

Some partial sums are:

R² ≤ 2: 1 pair, sum 1.732666, omitted 1.49×10⁻²
R² ≤ 10: 3 pairs, sum 1.747282, omitted 2.82×10⁻⁴
R² ≤ 18: 4 pairs, sum 1.747528, omitted 3.68×10⁻⁵
R² ≤ 34: 8 pairs, sum 1.747564480, omitted 1.15×10⁻⁷
R² ≤ 74: 15 pairs, sum 1.747564594458, omitted 1.75×10⁻¹⁰

One term leaves an error of 0.85% relative to M. At that cutoff the bound (2) is 3.2, larger than M itself, and therefore of no use. At R² ≤ 74 it is 2.7×10⁻⁹, about 16 times the omitted part.

**The error of a plain cube**

The cube sum (3) converges much more slowly. For a function f that varies little over one unit, f(x) ≈ ½[f(x−½)+f(x+½)]. Applied to each term of f(L+1) − f(L+2) + …, this makes neighbouring contributions cancel and leaves ½f(L+½). With f(x) = exp(−x²t),

θ_L(t) ≈ θ(t) + (−1)^L exp[−(L+½)²t].  (31)

The added term matters for t of order 1/L² or less, where (16) makes θ negligible. There θ_L³ is the cube of the added term, and (7) with (5) gives, at leading order for large L,

M_L − M ≈ −(−1)^L / [√3(L+½)].  (32)

The cube has total charge (−1)^L, because each direction contributes that factor. Equation (32) is, up to the sign convention of M, the potential of this charge divided equally among the corners of a cube of half-edge L+½. At L = 10 the directly summed error is −0.054986, and (32) gives the same digits. At L = 1 the values are 0.3860 and 0.3849.

**Energy of a model crystal**

Take ions of charge ±e at d = 0.30 nm. Then e²/(4πε₀d) = 4.7999 eV, and (4) gives

U = −1.74756 × 4.7999 eV = −8.388 eV = −0.6165 Ry per ion pair.

An error below 1 meV requires an error in M below 0.001/4.7999 = 2.08×10⁻⁴. Three pairs leave 2.82×10⁻⁴, which is slightly too much. Four pairs leave 3.68×10⁻⁵, or 0.18 meV. For the plain cube, (32) requires L+½ ≥ 4.7999/(√3 × 0.001) = 2771.2. Thus L = 2771, and the cube contains 5543³ = 1.7×10¹¹ sites.

That comparison concerns cubes with whole charges on their surfaces. Weights 1/2 on faces, 1/4 on edges and 1/8 at corners make the cube neutral. A direct sum with these weights at L = 100 gives 1.747564595.

The distance 0.30 nm lies in the range of rocksalt-type alkali halides; sodium chloride has roughly 0.28 nm. Real ions are not rigid point charges, and the following estimates use rough round parameters at fixed d.

A repulsion B exp[−(r−d)/ρ] per pair, with ρ = 0.03 nm, must balance the Coulomb force at d. Hence B/ρ = |U|/d, and B = 0.1 × 8.388 = 0.839 eV.

For London dispersion, take polarizability volumes of 0.001 and 0.003 nm³ for cation and anion, and an excitation energy I = 10 eV for both. Two ions at distance r then have energy −¾Iα₁α₂/r⁶. Per ion pair there are 6 unlike first-neighbour contacts. At √2d there are 6 cation–cation and 6 anion–anion contacts. The two groups contribute −0.185 and −0.077 eV. More distant ions, left out here, would add about −0.03 eV.

Six vibrational modes per pair, each with quantum 20 meV, have a total energy of 0.163 eV at 300 K, of which 0.060 eV is zero-point energy. Together,

−8.388 + 0.839 − 0.185 − 0.077 + 0.163 = −7.65 eV.

Even the first decimal is uncertain here. For instance, B was fixed by the Coulomb force alone. If the repulsion also had to balance the dispersion force at d, which is 6 × 0.262 eV/d because dispersion varies as r⁻⁶, B would grow by 0.1 × 6 × 0.262 eV = 0.16 eV. The net change is thus roughly a tenth of the point-charge energy, and its largest part is the repulsion. Incomplete charge transfer would also matter: charges of ±0.9e would multiply U by 0.81 and raise it by 1.6 eV. The later digits of M therefore fix the lattice sum, while the accuracy of a crystal energy is set by the description of the ions.

Numbers in the example were calculated in double precision.
